# Hexagonal Warping, Spin and Backscattering on a Surface Dirac Cone

## The problem

A nonmagnetic crystal has a surface with a threefold axis $z$ and a mirror that sends $x\to-x$. One surface Dirac point sits at the centre of the surface Brillouin zone, a momentum that time reversal, the threefold rotation and the mirror all map to itself. Measure $\mathbf k=k(\cos\theta,\sin\theta)$ from that point and energy from the Dirac point. To first order in $k$,

$$H_1=A(k_x\sigma_y-k_y\sigma_x),\qquad A=\hbar v>0,$$

where the Pauli matrices $\boldsymbol\sigma$ act on the two states that meet at the Dirac point and transform like a spin. The model takes them to be the electron spin in units of $\hbar/2$. In a real crystal, spin-orbit coupling mixes spin with orbital motion, so the true spin can be shorter and tilted differently. Fu's warping term is

$$H_w=\lambda(k_x^3-3k_xk_y^2)\sigma_z .$$

1. Find all terms that symmetry allows through third order in $k$, and locate $H_w$ among them.
2. For $H=H_1+H_w$, find the constant-energy contour at $E>0$ and its small- and large-energy forms.
3. Find the spin on the contour.
4. At what energy does the contour stop being convex?
5. Can static, time-reversal-invariant disorder scatter an electron from $\mathbf k$ to $-\mathbf k$?
6. Does your answer to question 5 settle whether the direction of the velocity can be reversed?
7. Evaluate the results for the round model values $A=3$ eV Å and $\lambda=300$ eV Å$^3$, at 0.10 eV, at the energy of question 4, and at 0.36 eV.

## Hints

1. Use $k_\pm=k_x\pm ik_y$ and $\sigma_\pm=\sigma_x\pm i\sigma_y$, which gain simple phases under rotation. Spin is an axial vector.
2. Square $H$. Measure $k$ in the unit that makes the two terms equal in size, and use $k^2$ as the unknown.
3. Write $H=\mathbf d\cdot\boldsymbol\sigma$.
4. The sign of the curvature of a polar curve $r(\theta)$ is that of $r^2+2r'^2-rr''$. Express it through the squared tangent of the spin tilt.
5. Time reversal is antiunitary and squares to $-1$ for one electron. Apply it to the full scattering operator, not just to the potential.
6. The velocity is normal to the contour. Ask how often a given normal direction occurs.

## Full solution

### 1. Allowed terms

Time reversal, $\Theta=i\sigma_yK$ with $K$ complex conjugation, reverses both $\mathbf k$ and $\boldsymbol\sigma$. The identity matrix may therefore multiply only even powers of $k$, and the Pauli matrices only odd powers.

Under the threefold rotation, $k_\pm$ and $\sigma_\pm$ gain the factor $\omega^{\pm1}$ with $\omega=e^{2\pi i/3}$, while $\sigma_z$ is unchanged. An allowed product has total factor 1. The mirror gives

$$k_x\to-k_x,\quad k_y\to k_y,\quad \sigma_x\to\sigma_x,\quad \sigma_y\to-\sigma_y,\quad \sigma_z\to-\sigma_z .$$

- Order 0: the identity, a constant energy.
- Order 1: rotation allows $k_+\sigma_-$ and $k_-\sigma_+$. Their Hermitian combinations are $k_x\sigma_x+k_y\sigma_y$, which is odd under the mirror, and $k_x\sigma_y-k_y\sigma_x$, which is even. Only the second survives.
- Order 2: $k_+k_-=k^2$ times the identity; $k_\pm^2$ gains a phase.
- Order 3, in-plane spin: $k_\pm^3$ is invariant by itself and cannot accompany $\sigma_\pm$. What remains is $k^2$ times the order-1 term.
- Order 3, $\sigma_z$: rotation allows the real and imaginary parts of $k_+^3$,

$$k_x^3-3k_xk_y^2=k^3\cos3\theta,\qquad 3k_x^2k_y-k_y^3=k^3\sin3\theta .$$

The first is odd under the mirror, as is $\sigma_z$, so their product is allowed. The second is even, so its product with $\sigma_z$ is forbidden.

Thus $H_w$ is the lowest-order term containing $\sigma_z$. The model drops the allowed $k^2$ identity term and the $k^2$ correction to $A$. They would change the contour, the threshold found below and the spin tilt at that threshold, so those results belong to this model. The change need not be small: with the values of question 7, adding $Dk^2$ with $D=10$ eV Å$^2$ moves the energy at which the side centres become flat from 0.207 to 0.289 eV, and $\tan\beta$ there from 0.41 to 0.51. We may take $\lambda>0$: turning the axes by $180^\circ$ about $z$ changes the sign of $H_w$ but not of $H_1$.

### 2. The contour

Write $H=\mathbf d\cdot\boldsymbol\sigma$ with

$$\mathbf d=(-Ak_y,\;Ak_x,\;\lambda k^3\cos3\theta).$$

Since $(\mathbf d\cdot\boldsymbol\sigma)^2=|\mathbf d|^2$, the energies are $\pm|\mathbf d|$, and

$$E^2=A^2k^2+\lambda^2k^6\cos^2 3\theta .$$

The two terms are equal at $\cos^23\theta=1$ when $k=k_*=\sqrt{A/\lambda}$. Define $E_*=Ak_*$, $\varepsilon=E/E_*$, $u=(k/k_*)^2$ and $c=\cos3\theta$. Dividing by $E_*^2$ gives the second term the coefficient $\lambda^2k_*^4/A^2=1$, so

$$u+c^2u^3=\varepsilon^2. \tag{1}$$

The left side rises steadily with $u$, so each direction has one radius. To solve for it when $c\ne0$, put $u=a\sinh t$ with $a=2/(\sqrt3|c|)$. Then $c^2a^3=4a/3$, and the left side becomes

$$\frac a3(3\sinh t+4\sinh^3t)=\frac a3\sinh3t .$$

Therefore

$$u=\frac{2}{\sqrt3|c|}\sinh\!\left[\frac13\,\mathrm{arsinh}\!\left(\frac{3\sqrt3}{2}|c|\,\varepsilon^2\right)\right],$$

and $u=\varepsilon^2$ at $c=0$.

By (1), a larger $c^2$ means a smaller $u$. The contour has six tips at $\theta=30^\circ+60^\circ n$, where $k=E/A$, and six side centres at $\theta=60^\circ n$, where its radius is smallest.

For $\varepsilon\ll1$, iterating (1) once gives $u\simeq\varepsilon^2-c^2\varepsilon^6$. Taking the root and using $c^2=(1+\cos6\theta)/2$,

$$k\simeq\frac EA\left[1-\frac{\varepsilon^4}{4}(1+\cos6\theta)\right],$$

a circle with a weak sixfold modulation. For $\varepsilon\gg1$ the cubic term dominates at a side centre, so $u\simeq\varepsilon^{2/3}$ and $k\simeq k_*\varepsilon^{1/3}$. The tips still grow in proportion to $\varepsilon$, so the contour becomes a six-armed snowflake. This limit describes the model; in a crystal, higher powers of $k$ eventually matter.

### 3. The spin

In the upper band the spin points along $\mathbf d$:

$$\mathbf s=\frac1E(-Ak\sin\theta,\;Ak\cos\theta,\;\lambda k^3\cos3\theta).$$

Its in-plane part is perpendicular to $\mathbf k$, as without warping. Its tilt $\beta$ out of the plane obeys

$$\tan\beta=\frac{\lambda k^3\cos3\theta}{Ak}=u\cos3\theta. \tag{2}$$

The normal component is positive around $\theta=0^\circ,120^\circ,240^\circ$, negative around $60^\circ,180^\circ,300^\circ$, and zero at the tips. The contour has sixfold symmetry, but the spin pattern has only threefold symmetry.

### 4. Loss of convexity

For $r=k_*\sqrt u$, let a prime mean $d/d\theta$ and put $g=u'/u$. Then $r'/r=g/2$ and $r''/r=g'/2+g^2/4$, so the scaled curvature is

$$N=\frac{r^2+2r'^2-rr''}{r^2}=1+\frac{g^2}{4}-\frac{g'}2 .$$

Let $S=\sin3\theta$, $p=u^2c^2$, $q=u^2S^2$ and $D=1+3p$. By (2), $p=\tan^2\beta$. Since $(c^2)'=-6cS$, differentiating (1) gives

$$u'D=6u^3cS,\qquad g=\frac{6u^2cS}{D},\qquad g^2=\frac{36pq}{D^2}.$$

The change of $p$ along the contour is

$$p'=2pg-6u^2cS=2pg-gD=-g(1+p),$$

hence $D'=-3g(1+p)$. The numerator of $g$ is $n=3u^2\sin6\theta$, with $n'=2gn+18u^2\cos6\theta=2gn+18(p-q)$. The quotient rule then gives

$$g'=2g^2+\frac{18(p-q)}D+\frac{3g^2(1+p)}D .$$

Substitute this into $N$ and collect the terms in $g^2$:

$$N=1-\frac{9(p-q)}D-g^2\,\frac{3D+6(1+p)}{4D}
=1-\frac{9(p-q)}D-\frac{27pq(3+5p)}{D^3}.$$

Multiply by $D^3$. The terms without $q$ are $D^2(D-9p)=D^2(1-6p)$. The coefficient of $9q$ is $D^2-3p(3+5p)=1-3p-6p^2$. Thus

$$N=\frac{D^2(1-6p)+9q(1-3p-6p^2)}{D^3}. \tag{3}$$

Between a side centre at $\theta=0$ and the tip at $30^\circ$, $g>0$ and so $p'<0$. By symmetry, $p$ is largest at the side centres; call that value $p_0=u_0^2$.

If $p_0<1/6$, then everywhere $1-6p>0$ and $1-3p-6p^2>1-\frac12-\frac16=\frac13$, so $N>0$ and the contour is strictly convex. If $p_0>1/6$, then $q=0$ at a side centre leaves $N=(1-6p_0)/D<0$, and the side is dented. The threshold is $u_0=1/\sqrt6$. Equation (1) with $c^2=1$ gives

$$\varepsilon_c^2=u_0(1+u_0^2)=\frac{7}{6\sqrt6},\qquad
E_c=\frac{\sqrt7}{6^{3/4}}E_* .$$

At $E_c$ the curvature vanishes at the six side centres and nowhere else. The contour is then a rounded hexagon: its ratio of side to tip radius is $\sqrt{u_0}/\varepsilon_c=\sqrt{6/7}\simeq0.926$, against $\sqrt3/2\simeq0.866$ for a regular hexagon. Within this model the spin marks the same threshold: $\tan\beta=1/\sqrt6$ and $s_z=1/\sqrt7$ at the side centre at $\theta=0$.

### 5. Scattering from $\mathbf k$ to $-\mathbf k$

Because $\cos3(\theta+\pi)=-\cos3\theta$, all three components of $\mathbf d$ change sign under $\mathbf k\to-\mathbf k$. The two spins are exactly opposite, including their normal parts. For scalar disorder the scattering weight contains the spin overlap, found from the trace of two spin projectors:

$$F=\mathrm{Tr}\left[\frac{1+\mathbf s\cdot\boldsymbol\sigma}{2}\,\frac{1+\mathbf s'\cdot\boldsymbol\sigma}{2}\right]=\frac{1+\mathbf s\cdot\mathbf s'}2. \tag{4}$$

It vanishes for $\mathbf s'=-\mathbf s$. This settles a single scattering event by a scalar potential. Repeated scattering through other momenta, and spin-dependent potentials, need a further argument.

Let $H_0$ be the clean Hamiltonian and $V$ any static Hermitian disorder with $\Theta V\Theta^{-1}=V$. The full scattering operator is

$$T=V+VGV,\qquad G=(E+i\eta-H_0-V)^{-1},\quad \eta\to0^+ .$$

Since $\Theta$ conjugates numbers, it changes $i\eta$ to $-i\eta$. Hence $\Theta G\Theta^{-1}=G^\dagger$ and $\Theta T\Theta^{-1}=T^\dagger$.

Let $\psi$ be the upper-band state at $\mathbf k$. Then $\Theta\psi$ has the same energy and momentum $-\mathbf k$. The upper band is nondegenerate at $\mathbf k\ne0$, so $\Theta\psi$ is the upper-band state at $-\mathbf k$ up to a phase. Antiunitarity means $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$. Using it with $\Theta^2=-1$,

$$\langle\Theta\psi|T\psi\rangle
=\langle\Theta T\psi|\Theta^2\psi\rangle
=-\langle T^\dagger\Theta\psi|\psi\rangle
=-\langle\Theta\psi|T\psi\rangle=0 .$$

The amplitude from $\mathbf k$ to $-\mathbf k$ therefore vanishes to all orders in $V$, with or without warping. The proof needs static disorder and unbroken time reversal. It does not forbid scattering to other angles, so it does not imply zero resistance.

### 6. Reversal of the velocity

The velocity $\nabla_{\mathbf k}E/\hbar$ points along the outward normal of the contour. Up to $E_c$, the normal turns steadily through one full circle, so each direction occurs once. As $E(-\mathbf k)=E(\mathbf k)$, the opposite velocity belongs to $-\mathbf k$ alone, and its reversal is forbidden too.

Above $E_c$ the normal turns back along the dented sides. Start at the side centre on the positive $x$ axis, where the velocity points along $+x$, and look for states moving along $-x$. With $X=k_x/k_*$, $Y=k_y/k_*$ and $w=X^3-3XY^2$, the energy obeys $\varepsilon^2=X^2+Y^2+w^2$. The $y$ velocity vanishes when

$$\frac{\partial\varepsilon^2}{\partial Y}=2Y(1-6Xw)=0 .$$

Besides $Y=0$ there is the solution $w=1/(6X)$. Dividing $w$ by $X$ gives $X^2-3Y^2=1/(6X^2)$, so

$$Y^2=\frac13\left(X^2-\frac1{6X^2}\right).$$

Insert this and $w^2=1/(36X^2)$ into the energy:

$$\varepsilon^2=\frac43X^2-\frac1{36X^2},\qquad
X^2=\frac{9\varepsilon^2+\sqrt{81\varepsilon^4+12}}{24}. \tag{5}$$

The second form is the positive root of $48X^4-36\varepsilon^2X^2-1=0$. A nonzero $Y$ requires $X^2>1/\sqrt6$. Since the first form rises with $X^2$, this means $\varepsilon^2>7/(6\sqrt6)$, again $E>E_c$.

The $x$ velocity has the sign of $X+3w(X^2-Y^2)$. Here $w$ has the sign of $X$, and $X^2>3Y^2$, so this is the sign of $X$. Taking $X<0$ gives two extra states that move along $-x$. They are not at $-\mathbf k$, and question 5 does not protect against them. As $E\to E_c$ from above, $Y\to0$ and they merge with $-\mathbf k$, so their overlap $F$ grows continuously from zero; it is about 0.002 at $1.01E_c$. Nor does every starting state have such partners: for a tip at $\varepsilon=1.2$ the opposite velocity direction still occurs only at $-\mathbf k$.

### 7. Numbers

The scales are $k_*=\sqrt{3/300}=0.100$ Å$^{-1}$ and $E_*=3\times0.100=0.300$ eV. The threshold is $E_c=0.690\times0.300=0.207$ eV, or 207 meV. At the side centre on $+x$:

| $E$ (eV) | $u_0$ | side/tip radius | tilt | $s_z$ | $N$ |
|---|---|---|---|---|---|
| 0.100 | 0.110 | 0.994 | 6.3° | 0.109 | 0.895 |
| 0.207 | 0.408 | 0.926 | 22.2° | 0.378 | 0 |
| 0.360 | 0.842 | 0.765 | 40.1° | 0.644 | −1.04 |

For the last row, $\varepsilon=0.36/0.30=1.2$, and $u_0=0.842$ solves $u_0+u_0^3=1.44$. The side radius is $0.100\sqrt{0.842}=0.0918$ Å$^{-1}$ and the tip radius is $0.36/3=0.120$ Å$^{-1}$. The spin tilt is $\arctan0.842=40.1^\circ$. At 0.10 eV the contour is a circle to within 0.6% of the tip radius, yet the spin already tilts by $6^\circ$: the radius changes at relative order $\varepsilon^4$, the tilt at order $\varepsilon^2$.

At 0.36 eV, $s_z$ falls from 0.644 at $\theta=0$ to 0.614 at $10^\circ$, 0.483 at $20^\circ$ and zero at $30^\circ$. From $30^\circ$ to $60^\circ$ the same values return in reverse order with the opposite sign.

For the velocity question, (5) gives $X^2=1.099$, hence $X=-1.048$ and $Y=\pm0.562$. The state with negative $Y$ is at $\mathbf k'=(-0.1048,-0.0562)$ Å$^{-1}$. The spins are

$$\mathbf s=(0,\,0.765,\,0.644),\qquad \mathbf s'=(0.468,\,-0.874,\,-0.132).$$

Their scalar product is $-0.753$, so (4) gives $F=0.123$. A scalar potential with a Fourier component at $\mathbf k'-\mathbf k$ can therefore reverse the direction of motion in first order. The speed is not preserved: $\hbar v_x$ changes from 7.18 to $-3.55$ eV Å.

## Variation 1: a magnetic scatterer

Replace the disorder by a static potential proportional to $\sigma_z$. What is the magnitude of the first-order spin amplitude for $\mathbf k\to-\mathbf k$?

**Solution.** This potential changes sign under $\Theta$, so the proof in part 5 does not apply. Let $\chi$ and $\bar\chi$ be the spinors at $\mathbf k$ and $-\mathbf k$. They are orthogonal and form a complete basis. Since $\sigma_z^2=1$,

$$1=|\langle\chi|\sigma_z|\chi\rangle|^2+|\langle\bar\chi|\sigma_z|\chi\rangle|^2,$$

$$|\langle\bar\chi|\sigma_z|\chi\rangle|=\sqrt{1-s_z^2}=\cos\beta=\frac{Ak}{E}.$$

At 0.36 eV this amplitude is 1 at a tip and 0.765 at a side centre. Its square, the weight to compare with $F$ in (4), is 1 and 0.585. Warping weakens this process where the spin leans towards $z$, because $\sigma_z$ cannot flip a spin that lies along $z$.

## Variation 2: just beside $-\mathbf k$

For scalar disorder, how fast does the overlap recover when the final angle is $\theta+\pi+\delta$?

**Solution.** The final spin is $-\mathbf s(\theta+\delta)$. Equation (4) gives, for small $\delta$,

$$F=\frac{1-\mathbf s(\theta)\cdot\mathbf s(\theta+\delta)}2
=\frac{|\mathbf s(\theta+\delta)-\mathbf s(\theta)|^2}{4}
\simeq\frac{\delta^2}{4}(\cos^2\beta+\beta'^2).$$

The two terms come from turning the in-plane spin and from changing its tilt. At a side centre $\beta'=0$, so the bracket is $\cos^2\beta<1$. At a tip $\beta=0$, and (2) gives $|\beta'|=3u=3\varepsilon^2$, so the bracket is $1+9\varepsilon^4$. Without warping it is 1.

For $\delta=10^\circ$ at 0.36 eV, the full expression with the spins above gives $F=0.005$ from the side centre and $0.069$ from the tip. The unwarped cone gives $\sin^25^\circ=0.008$. At the tip the small-angle formula would give 0.15, so $10^\circ$ is already outside its range there. The zero at $-\mathbf k$ remains, but at the tips warping makes it narrower in angle by the factor $\sqrt{1+9\varepsilon^4}$, which is only 1.05 at 0.10 eV but 4.4 at 0.36 eV.

All numerical values are calculated from the stated model.
